\section*{Linearized quasiparticle correction from a self-energy shift and slope}

\section*{Question}

I am stuck on a short exercise about GW calculations. For one Kohn--Sham state it gives a self-energy shift of $0.80$ eV and a frequency slope of $-0.25$, both at the Kohn--Sham energy. I have to show that the linearized quasiparticle correction is $0.64$ eV.

My first thought was that the correction is the shift itself, $0.80$ eV. Then I reasoned that the level moves up by $0.80$ eV and the self-energy falls by $0.25$ eV for each eV, so the correction should be $0.80-0.25\times0.80=0.60$ eV. That is closer, but still not $0.64$ eV. I have also seen a formula with a denominator, but with the wrong sign in it I get more than $1$ eV, and I cannot tell from the formula alone which sign is right.

Where does the denominator come from, and what fixes its sign? And is $0.64$ eV the solution of the quasiparticle equation, or an approximation to it?

\section*{Answer}

Your second attempt contains the right idea, but it stops one step into a process that has to be carried to its end. The self-energy must be evaluated at the final energy of the level, and that energy is the unknown. The denominator comes from solving for it.

\subsection*{What the two given numbers mean}

Let $\varepsilon$ be the Kohn--Sham energy and $\phi$ the normalized orbital. Write $h$ for the kinetic energy plus the external and Hartree potentials. The Kohn--Sham equation is $(h+v_{xc})\phi=\varepsilon\phi$, so that
\begin{equation}
\langle\phi|h|\phi\rangle=\varepsilon-\langle\phi|v_{xc}|\phi\rangle .
\end{equation}
In the quasiparticle equation the self-energy $\Sigma(E)$ takes the place of $v_{xc}$. I neglect the off-diagonal elements of $\Sigma-v_{xc}$ between Kohn--Sham orbitals, so $\phi$ is kept and only its energy changes:
\begin{align}
E&=\langle\phi|h|\phi\rangle+\langle\phi|\Sigma(E)|\phi\rangle \nonumber\\
 &=\varepsilon+\langle\phi|\Sigma(E)-v_{xc}|\phi\rangle .
\end{align}
The subtraction of $v_{xc}$ prevents exchange and correlation from being counted twice, since $\varepsilon$ already contains them in their Kohn--Sham form.

Now measure energies from the Kohn--Sham level. Define the correction $x=E-\varepsilon$ and the function
\begin{equation}
D(x)=\langle\phi|\Sigma(\varepsilon+x)-v_{xc}|\phi\rangle .
\end{equation}
I take $D$ to be real near the level, which means that the lifetime broadening of the state is ignored. The quasiparticle equation becomes
\begin{equation}
x=D(x).
\label{eq:qp}
\end{equation}
The ``self-energy shift'' of the exercise is $D_0=D(0)=0.80$ eV, with $v_{xc}$ already subtracted. If you were given the matrix element of $\Sigma$ alone, you would have to subtract that of $v_{xc}$ first. The slope is $S=D'(0)=-0.25$. Because $v_{xc}$ does not depend on frequency, the slope of $D$ is the slope of $\langle\phi|\Sigma|\phi\rangle$. It is an energy divided by an energy, so it has no unit.

\subsection*{Where the denominator comes from}

To linearize means to replace the curve $D(x)$ by its tangent at $x=0$:
\begin{equation}
D(x)\approx D_0+Sx .
\end{equation}
Insert this in Eq.~(\ref{eq:qp}) and collect the terms that contain $x$:
\begin{align}
x&=D_0+Sx, \nonumber\\
x-Sx&=D_0, \nonumber\\
(1-S)\,x&=D_0 .
\end{align}
The minus sign in front of $S$ appears because $Sx$ is carried from the right side to the left. Dividing by $1-S$ gives
\begin{equation}
x_{\rm lin}=\frac{D_0}{1-S}=Z D_0,\qquad Z=\frac{1}{1-S}.
\label{eq:lin}
\end{equation}
With the given numbers,
\begin{align}
1-S&=1-(-0.25)=1.25, \nonumber\\
Z&=\frac{1}{1.25}=0.80, \nonumber\\
x_{\rm lin}&=0.80\times0.80\ \text{eV}=0.64\ \text{eV}=640\ \text{meV}.
\end{align}
The two factors $0.80$ are equal by coincidence of the data. The first is the pure number $Z$, and the second is the energy $D_0$.

You can check the answer without the formula. At $x=0.64$ eV the tangent has the value $0.80-0.25\times0.64=0.64$ eV. The shift evaluated at the new energy equals the move that led there, which is what Eq.~(\ref{eq:qp}) demands. The result is positive, so the level moves up.

The number of digits is reasonable too. If $D_0$ is uncertain by $0.005$ eV through rounding, $x_{\rm lin}$ changes by $Z\times0.005=0.004$ eV. For the slope, $\partial x_{\rm lin}/\partial S=D_0/(1-S)^2=D_0Z^2$, which is about $0.51$ eV, so a rounding of $0.005$ in $S$ changes the result by about $0.003$ eV. Together the two can reach about $0.007$ eV, so the second decimal is uncertain by about one unit, and a third would carry no information.

\subsection*{What happened in your attempts}

Your $0.80$ eV and $0.60$ eV are the first two members of a sequence. Start from $x_0=0$ and keep inserting the latest value in the tangent:
\begin{equation}
x_{n+1}=D_0+Sx_n .
\end{equation}
This gives $0.8000$, $0.6000$, $0.6500$, $0.6375$, $0.6406$ eV, and so on. When you lowered the shift by $0.25\times0.80$ eV, you assumed that the level had moved by $0.80$ eV. But it then moves by less than that, so the reduction was too large, and the next value overshoots the other way.

To see where the sequence ends, subtract $x_{\rm lin}=D_0+Sx_{\rm lin}$ from the rule above:
\begin{equation}
x_{n+1}-x_{\rm lin}=S\,(x_n-x_{\rm lin}).
\end{equation}
Each step multiplies the distance to $0.64$ eV by $-0.25$. The distance shrinks by a factor of four, and its sign alternates. Written out, the sequence sums the geometric series $D_0(1+S+S^2+\dots)$, whose value is $D_0/(1-S)$ when $|S|<1$. For $|S|>1$ the repeated substitution runs away from the solution, although Eq.~(\ref{eq:lin}) still solves the linear equation for any $S\neq1$.

The wrong sign gives $0.80/(1-0.25)=1.067$ eV. There is a quick way to reject it. On a tangent with negative slope the shift becomes smaller as the level rises, so a positive linearized correction must end up below its starting value of $0.80$ eV. A linearized result above $0.80$ eV contradicts the data.

Two limits show the role of the slope. For $S=0$ the tangent is flat, $Z=1$, and the linearized correction is the full shift $D_0$; a static self-energy is one example. As $S$ becomes more negative, $Z$ falls and the correction is reduced further. At $S=1$ the tangent is parallel to the line $y=x$ and, for $D_0\neq0$, does not meet it, so the linearized equation has no solution.

\subsection*{Why the slope is negative, and what $Z$ measures}

A small model makes both points visible. Let the state, at energy $c$, couple with real strengths $g_i$ to other levels at energies $p_i$. These levels stand for excitations of the surrounding electrons combined with an added electron or hole. All energies are again counted from $\varepsilon$. If $u$ is the amplitude on the original state and $v_i$ are the amplitudes on the other levels, the eigenvalue equations are
\begin{align}
c\,u+\sum_i g_i v_i&=x\,u, \nonumber\\
g_i u+p_i v_i&=x\,v_i .
\end{align}
The second line gives $v_i=g_iu/(x-p_i)$. Put this in the first line and divide by $u$:
\begin{equation}
x=c+\sum_i\frac{g_i^2}{x-p_i}\equiv D(x).
\label{eq:model}
\end{equation}
This is the quasiparticle equation with a frequency-dependent $D$, obtained by eliminating the other levels. Its derivative is
\begin{equation}
D'(x)=-\sum_i\frac{g_i^2}{(x-p_i)^2},
\end{equation}
which is negative at every energy away from the poles. Normalization of the eigenvector requires
\begin{equation}
1=u^2+\sum_i v_i^2
 =u^2\left[1+\sum_i\frac{g_i^2}{(x-p_i)^2}\right]
 =u^2\,[1-D'(x)],
\end{equation}
and therefore
\begin{equation}
u^2=\frac{1}{1-D'(x)}\quad\text{at a solution } x .
\label{eq:weight}
\end{equation}
So $1/(1-D')$ is the share of the original state in the quasiparticle; the rest is spread over the other levels. A value of $0.80$ means that the state keeps most of its single-particle character. There is one distinction to keep in mind: the weight in Eq.~(\ref{eq:weight}) uses the slope at the solution, while $Z$ in Eq.~(\ref{eq:lin}) uses the slope at the Kohn--Sham energy. They agree when the slope hardly changes between the two.

\subsection*{Is 0.64 eV the full solution?}

It is the exact solution of the linearized equation. The full equation also depends on how $D$ bends, and the exercise does not tell you that. Keep the next term of the expansion:
\begin{equation}
x=D_0+Sx+\tfrac12 D''(0)\,x^2+\dots
\end{equation}
Moving $Sx$ to the left and multiplying by $Z$ gives $x=ZD_0+\tfrac12ZD''(0)x^2+\dots$. The last term is already small, so to leading order $x$ may be replaced there by $x_{\rm lin}$:
\begin{equation}
x\approx x_{\rm lin}+\tfrac12 Z D''(0)\,x_{\rm lin}^2 .
\label{eq:second}
\end{equation}
For fixed slope and fixed nonzero curvature, the error of linearization grows as the square of the shift when the shift is small.

To see how large it can be, take two versions of the model with round parameters. Both reproduce your two numbers.

\paragraph{Far poles.} Take $c=2.2$ eV, poles at $-16$ and $20$ eV, and squared couplings $25.6$ and $60$ eV$^2$. Then
\begin{align}
D_0&=2.2+\frac{25.6}{16}-\frac{60}{20}=0.80\ \text{eV}, \nonumber\\
S&=-\frac{25.6}{16^2}-\frac{60}{20^2}=-0.10-0.15=-0.25 .
\end{align}
Diagonalizing the $3\times3$ matrix and taking the eigenvalue with the largest weight on the original state gives $x=0.6394$ eV. The linearized value is too high by $0.57$ meV, about $0.1\%$ of the full correction. The weight at the solution is $0.798$, close to $Z=0.80$.

The curvature is only $-0.0025$ eV$^{-1}$, for two reasons. The poles are far away, so each contribution $-2g_i^2/p_i^3$ is small ($+0.0125$ and $-0.015$ eV$^{-1}$), and poles on opposite sides of the level bend $D$ in opposite directions, so the two nearly cancel. Equation~(\ref{eq:second}) then accounts for $0.41$ meV of the difference. At third order there are two terms. One, $\tfrac12Z^2D''(0)^2x_{\rm lin}^3$, comes from having replaced $x$ by $x_{\rm lin}$ in the quadratic term and is below $0.001$ meV here. The other, $\tfrac16ZD'''(0)x_{\rm lin}^3$ with $D'''(0)=-6\sum_i g_i^2/p_i^4$, has the same sign for both poles and supplies the remaining $0.16$ meV.

\paragraph{Near pole.} Take $c=1.8$ eV and one pole at $4$ eV with squared coupling $4$ eV$^2$. Again
\begin{equation}
D_0=1.8-\frac{4}{4}=0.80\ \text{eV},\qquad S=-\frac{4}{4^2}=-0.25 .
\end{equation}
This case can be solved by hand. Multiply $x-1.8=4/(x-4)$ by $x-4$, with energies in eV:
\begin{align}
(x-1.8)(x-4)&=4, \nonumber\\
x^2-5.8x+3.2&=0, \nonumber\\
x&=2.9\pm\sqrt{2.9^2-3.2}=2.9\pm\sqrt{5.21}.
\end{align}
The lower root is $x=0.6175$ eV. It carries a weight of $0.741$ and is the quasiparticle. The upper root lies above the pole and carries the remaining $0.259$; it is a satellite.

Now the linearized value is too high by $22.5$ meV, or about $4\%$ of the full correction, although the shift and the slope are the same as before. The curvature is $D''(0)=-2\times4/4^3=-0.125$ eV$^{-1}$, and the second-order term is
\begin{equation}
\tfrac12\times0.80\times(-0.125)\times0.64^2\ \text{eV}=-20.5\ \text{meV}.
\end{equation}
It brings the estimate to $0.6195$ eV, and the remaining $2$ meV belongs to higher orders. If $c$ is lowered so that the shift is only $0.08$ eV, the difference between full and linearized values drops to $-0.207$ meV. At $0.04$ eV it is $-0.051$ meV. Halving the shift divides the error by $4.02$, as the quadratic law predicts for small shifts. The numerical output below lists both models in full.

For a single pole the size of the error can be read off directly. There $S=-g^2/p^2$ and $D''(0)=-2g^2/p^3=2S/p$, so Eq.~(\ref{eq:second}) gives
\begin{equation}
\frac{x-x_{\rm lin}}{x_{\rm lin}}\approx \frac{ZS\,x_{\rm lin}}{p}.
\end{equation}
For a given slope, what matters is the correction compared with the distance to the pole. For the near pole this is $0.80\times(-0.25)\times0.64/4=-0.032$, a reduction of about $3\%$ relative to the linearized value.

\subsection*{Using this in a real calculation}

If your code can evaluate $\Sigma$ at a second energy, compute $D(x_{\rm lin})$ and compare it with $x_{\rm lin}$. On the tangent the two are equal, so their difference measures how far the true curve has left the tangent. If no pole of $D$ lies between the Kohn--Sham energy, the linearized value and the solution, one Newton step for the equation $x-D(x)=0$ normally improves the result:
\begin{equation}
x_{\rm new}=x_{\rm lin}+\frac{D(x_{\rm lin})-x_{\rm lin}}{1-D'(x_{\rm lin})}.
\end{equation}
The linearized formula is itself the first Newton step, started from $x=0$.

Be wary of a positive slope. In the model above it cannot occur, but if a pole is broadened by a width $\eta$, its real part is $g^2(x-p)/[(x-p)^2+\eta^2]$, and the slope at $x=p$ is $+g^2/\eta^2$. A positive slope can thus mean that the Kohn--Sham energy sits on top of a self-energy pole. The tangent there says little about the curve further away, and the full equation should be examined over a range of energies instead. It can have several solutions near such a pole, so a single root found by iteration need not be the quasiparticle. A very steep negative slope is the same warning. Next to a sharp pole $D'$ becomes large and negative and $Z$ small, and the linearized value and the Newton step can settle near a root of small weight while the root that carries most of the weight lies beyond the pole.

Finally, $0.64$ eV is the correction to one level. A band gap changes by the correction of the conduction-band edge minus that of the valence-band edge, and each edge has its own shift, slope and $Z$. Solving Eq.~(\ref{eq:qp}) in full removes the linearization error only. It does not repair the approximations made in $\Sigma$ itself, nor the neglect of its off-diagonal elements.

\section*{Table of computed values}
\begin{verbatim}
Input shift D: 0.80 eV
Input slope S: -0.25
Denominator 1 - S: 1.25
Renormalization factor Z: 0.80
Linearized correction: 0.64 eV = 640 meV
Shift on the tangent at that energy: 0.64 eV
Substitution 1: 0.8000 eV
Substitution 2: 0.6000 eV
Substitution 3: 0.6500 eV
Substitution 4: 0.6375 eV
Substitution 5: 0.6406 eV
Wrong-sign result D/(1 + S): 1.067 eV
[far poles] static part: 2.2 eV
[far poles] pole positions: [-16.0, 20.0] eV
[far poles] squared couplings: [25.6, 60.0] eV^2
[far poles] shift from resolvent: 0.8000 eV
[far poles] slope from resolvent: -0.2500
[far poles] curvature: -0.0025 1/eV
[far poles] full solution: 0.6394 eV
[far poles] linearized minus full: 0.57 meV
[far poles] slope at full solution: -0.2525
[far poles] weight at full solution: 0.7984
[near pole] static part: 1.8 eV
[near pole] pole positions: [4.0] eV
[near pole] squared couplings: [4.0] eV^2
[near pole] shift from resolvent: 0.8000 eV
[near pole] slope from resolvent: -0.2500
[near pole] curvature: -0.1250 1/eV
[near pole] full solution: 0.6175 eV
[near pole] linearized minus full: 22.54 meV
[near pole] slope at full solution: -0.3496
[near pole] weight at full solution: 0.7410
[near pole] second-order term: -20.48 meV
[near pole] with second-order term: 0.6195 eV
[near pole] shift 0.08 eV, full minus linearized: -0.2068 meV
[near pole] shift 0.04 eV, full minus linearized: -0.0514 meV
Error ratio when the shift is halved: 4.019
\end{verbatim}
